# Oxygen diffusivity in silicon from the decay of stress-induced dichroism, part 2

An isolated interstitial oxygen atom in silicon bridges two neighbouring silicon atoms, with its mean position at the bond centre. It hops between bond centres at total rate \(\Gamma\). The problem is to obtain its diffusivity \(D\), defined at long times \(t\) by the mean square displacement
\[
\langle R^2(t)\rangle = 6Dt ,
\]
from an optical decay time \(\tau\). Uniaxial stress populates the bond directions unequally, so the infrared absorption in the antisymmetric stretch band of Si–O–Si depends on polarization. After the stress is removed, this dichroism decays as \(e^{-t/\tau}\).

The edge of the cubic cell is \(a\). The four bond directions have unit vectors \(\mathbf u_i\), with \(\mathbf u_i\cdot\mathbf u_j=-1/3\) for \(i\ne j\), and the four bond vectors of an atom sum to zero. There are \(n_i\) oxygen atoms on bonds of direction \(i\), and \(N\) in all. The algebra uses atomic units, and temperature \(T\) enters as the energy \(k_BT\).

In random hopping, each hop goes with equal probability to one of six adjacent bond centres, three about each silicon end of the bond, whatever the earlier hops were. Each hop multiplies the deviation from equal populations by \(-1/3\). With hop length \(d\), the results are
\[
d^2=\frac{a^2}{8},\qquad D=\frac{a^2\Gamma}{48},\qquad
\frac1\tau=\frac{4\Gamma}{3},\qquad D=\frac{a^2}{64\,\tau}.
\]
The mean residence time on a bond is \(1/\Gamma\), not \(\tau\).

For stress along \([111]\), with bond 1 along the stress, the relative dichroism is the absorption for polarization parallel to the stress minus that for perpendicular polarization, divided by the mean over three perpendicular axes:
\[
\rho=\frac{4n_1}{N}-1 .
\]

The hopping matrix contains the rates that couple the amplitudes of a concentration wave on the four bond directions. Its slowest decay rate at long wavelength gives \(D\). It was used to test the relation on a bond network with \(a=1\) and \(\Gamma=1\).

## A numerical case and the limits of the relation

The symbols carried over are the lattice constant \(a\), the total hop rate \(\Gamma\), the dichroism decay time \(\tau\), the bond directions \(\mathbf u_i\) with \(\mathbf u_i\cdot\mathbf u_j=-1/3\), and the numbers \(n_i\) of oxygen atoms on them, with sum \(N\). For random hops between adjacent bond centres,
\[
d^2=\frac{a^2}{8},\qquad D=\frac{a^2\Gamma}{48},\qquad
\frac1\tau=\frac{4\Gamma}{3},\qquad D=\frac{a^2}{64\tau}.
\]
For \([111]\) stress the relative dichroism is \(\rho=4n_1/N-1\), where bond 1 lies along the stress.

Take \(a=5.43\) angstrom, a decay time of \(20000\) s at \(650\) K, and a hopping barrier \(E=2.5\) eV. These are round inputs in the regime of oxygen in silicon. The hop rate is
\[
\Gamma=\frac{3}{4\times20000\ \mathrm{s}}=3.75\times10^{-5}\ \mathrm{s^{-1}},
\]
which corresponds to a mean residence time of about \(26700\) s. The diffusivity is
\[
D=\frac{(5.43)^2}{64\times20000}\ \text{angstrom}^2/\mathrm s
=2.30\times10^{-5}\ \text{angstrom}^2/\mathrm s
=2.30\times10^{-21}\ \mathrm{cm^2/s}.
\]
Misreading \(\tau\) as the residence time would give \(3.07\times10^{-5}\) angstrom\(^2\)/s instead.

The root mean square displacement during one decay time is
\[
\sqrt{6D\tau}=a\sqrt{\frac{6}{64}}=1.66\ \text{angstrom},
\]
less than the hop length \(a/\sqrt8=1.92\) angstrom. On average an atom makes \(\Gamma\tau=3/4\) of a hop in this time. The method reaches very small diffusivities because it detects single reorientations, and no concentration profile has to spread over a measurable depth. For the same reason, what it measures is a hop rate. The step to a long-range diffusivity rests on the assumption that later hops are random as well.

The off-axis position of the oxygen does not change this step. Write the true position as the bond centre plus an offset of length at most \(q\). Over a long time, the change of offset adds a vector of length at most \(2q\) to a displacement \(R\) that grows as \(\sqrt t\). The mean square displacement changes by at most \(4q\sqrt{\langle R^2\rangle}+4q^2\), which becomes negligible beside \(6Dt\). If the motion about the bond axis is fast compared with hopping, the oxygen forgets from which side it arrived, and the six hops remain equally likely.

To estimate the alignment, suppose that compression along \([111]\) raises the energy of bond 1 by \(\Delta\) above the other three. The Boltzmann population is
\[
\frac{n_1}{N}=\frac{e^{-\Delta/k_BT}}{e^{-\Delta/k_BT}+3}=\frac{1}{1+3e^{\Delta/k_BT}} .
\]
For small \(x=\Delta/k_BT\), \(1+3e^x\approx4+3x\), and \(\rho\approx4/(4+3x)-1\approx-3x/4\). The signal is linear in the stress and negative, because the bond along the compression is depleted. With the chosen value \(\Delta=0.01\) eV and \(k_BT=0.0560\) eV at \(650\) K, the full expression gives \(n_1/N=0.218\) and \(\rho=-0.128\).

If the load stays on, the approach to this aligned state doesn't have the time constant \(\tau\). Let the saddle points keep their energy while bond 1 is raised by \(\Delta\). The barrier for leaving bond 1 is then lowered by \(\Delta\), and its exit rate becomes \(\Gamma e^x\). The rates out of the other bonds are unchanged:
\[
\frac{dn_1}{dt}=-\Gamma e^xn_1+\frac\Gamma3(N-n_1)
=-\frac\Gamma3(1+3e^x)\left(n_1-\frac{N}{1+3e^x}\right).
\]
The stationary value is the Boltzmann population, as it must be. Relative to the unloaded rate \(4\Gamma/3\), relaxation is faster by the factor
\[
\frac{1+3e^x}{4}\approx1+\frac{3x}{4},
\]
which is \(1.147\) in the example. Using this shorter time in \(a^2/(64\tau)\) would overestimate the unloaded diffusivity by about 15 percent. The size of the error depends on how stress moves the saddles. If the saddles between bond 1 and the others rise by \(\Delta/2\), the rates out of and into bond 1 acquire the factors \(e^{x/2}\) and \(e^{-x/2}\). The relaxation factor is then \((3e^{x/2}+e^{-x/2})/4\approx1+x/4\), and the first-order error is one third as large. Removing the load avoids the question.

The temperature dependence follows from \(\Gamma\propto e^{-E/k_BT}\), with \(E\) and the prefactor held constant. Since \(D\propto\Gamma\) and \(\tau\propto1/\Gamma\),
\[
D(T)=D_0e^{-E/k_BT},\qquad
\tau(T_2)=\tau(T_1)\exp\left[\frac{E}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right)\right].
\]
The prefactor of the example is
\[
D_0=2.30\times10^{-21}\,e^{2.5/0.05601}\ \mathrm{cm^2/s}=0.056\ \mathrm{cm^2/s}.
\]
At \(300\) K the decay time extrapolates to about \(8\times10^{26}\) s. In this model, an alignment made at \(650\) K and kept through cooling is frozen at room temperature. The decay can thus be followed by heating without load for a known time, cooling, and measuring the absorption cold, if the time spent warming and cooling is short or is corrected for.

At \(1300\) K, a temperature of furnace processing, the same law gives \(D=1.1\times10^{-11}\) cm\(^2\)/s. This extrapolation spans almost ten powers of ten and depends strongly on the barrier. With the value at \(650\) K held fixed, an increase \(\delta E\) of the barrier multiplies the diffusivity at \(1300\) K by
\[
\exp\left[\frac{\delta E}{k_B}\left(\frac{1}{650\ \mathrm K}-\frac1{1300\ \mathrm K}\right)\right],
\]
which is \(1.56\) for \(\delta E=0.05\) eV. The thermometer matters too. A sample at \(650\) K that is believed to be at \(651\) K has a decay time \(1.071\) times the one that belongs to \(651\) K. The diffusivity assigned to \(651\) K is then too small by this factor.

The relation between \(D\) and \(\tau\) is more robust than the extrapolation. Anything that multiplies all hop rates by a common factor changes \(D\) and \(1/\tau\) equally and leaves \(D\tau\) alone. Tunnelling through the top of the barrier is such an effect. Near its top, take the barrier to be an inverted parabola. With \(\hbar=1\) and scaled position \(x\) and momentum \(p\), the Hamiltonian measured from the top is
\[
H=\frac{\omega}{2}(p^2-x^2)=\frac\omega2(QP+PQ),\qquad
Q=\frac{p+x}{\sqrt2},\quad P=\frac{p-x}{\sqrt2},
\]
where \([Q,P]=i\). Classically \(Q\) grows as \(e^{\omega t}\) and \(P\) shrinks as \(e^{-\omega t}\). Positive \(P\) therefore describes arrival from the left, positive \(Q\) departure to the right, and negative \(Q\) departure to the left.

At energy \(\epsilon\), an incoming wave from the left alone is \(P^{-1/2-i\epsilon/\omega}\) for \(P>0\) and zero for \(P<0\). Its Fourier transform to the variable \(Q\) is proportional to \((-iQ)^{-1/2+i\epsilon/\omega}\). Since \(-i=e^{-i\pi/2}\) and \(+i=e^{i\pi/2}\), the modulus carries a factor \(e^{\pi\epsilon/2\omega}\) for \(Q>0\) and \(e^{-\pi\epsilon/2\omega}\) for \(Q<0\). The ratio of transmitted to reflected probability is \(e^{2\pi\epsilon/\omega}\), so the transmission is \(1/(1+e^{-2\pi\epsilon/\omega})\).

Classically the transmission is a step at \(\epsilon=0\), and its thermal average with weight \(\beta e^{-\beta\epsilon}\), \(\beta=1/k_BT\), is one. The quantum factor is
\[
\kappa=\int_{-\infty}^{\infty}\frac{\beta e^{-\beta\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/\omega}}
=\frac{u}{2\pi}\int_0^\infty\frac{y^{u/2\pi-1}}{1+y}\,dy
=\frac{u/2}{\sin(u/2)},\qquad u=\beta\omega ,
\]
with \(y=e^{-2\pi\epsilon/\omega}\) and the integral \(\int_0^\infty y^{s-1}/(1+y)\,dy=\pi/\sin\pi s\) for \(0<s<1\). The extension of the parabola to all energies is justified when \(u\) is well below \(2\pi\) and the barrier is high. For a rough barrier quantum \(\omega=0.05\) eV, \(\kappa\) is \(1.034\) at \(650\) K and \(1.008\) at \(1300\) K. The value of \(D\) inferred at \(650\) K is untouched. From tunnelling alone, an extrapolation with the classical barrier and a constant prefactor overestimates \(D\) at \(1300\) K by the ratio of the two factors, between 2 and 3 percent. If the barrier is instead fitted to rates between \(600\) and \(700\) K, the fit absorbs the effect and the extrapolation falls about 1 percent low. Tunnelling is not the only quantum factor. A vibration of quantum \(\omega_0\) in the well that is lost at the saddle multiplies the rate by \(\sinh(u_0/2)/(u_0/2)\), with \(u_0=\beta\omega_0\). Including it raises the overestimate to 5 percent for \(\omega_0=0.05\) eV and to 23 percent for \(\omega_0=0.14\) eV, the quantum of the stretch band, although changes in the other modes at the saddle can offset part of this. All such factors are common to every hop and leave \(D\tau\) alone.

Two further corrections are small here. With a rough expansion coefficient of \(3\times10^{-6}\) per kelvin, \(a^2\) grows by \(0.21\) percent from \(300\) to \(650\) K. Interaction between oxygen atoms can be judged by counting close neighbours. The cubic cell holds eight silicon atoms with four bonds each, and each bond is shared by two atoms, which makes sixteen bond centres. At a concentration \(C\), a centre is occupied with probability \(Ca^3/16\), and the chance that at least one of \(M\) nearby centres is occupied is
\[
1-\left(1-\frac{Ca^3}{16}\right)^M .
\]
For \(C=10^{18}\) cm\(^{-3}\) and the \(M=428\) centres within \(10\) angstrom, this is \(0.43\) percent. It assumes random placement, so it doesn't count pairs or clusters formed by attraction. A small fraction of close neighbours bounds the effect on \(\tau\), but not the effect on long-range transport if the pairs move much faster than single atoms.

The relation does change when successive hops are correlated. Suppose that each hop pivots about the same silicon atom as the previous hop with probability \(p\), and about the other end of the bond with probability \(1-p\). Within either choice the three new bonds are equally likely. The orientation then still goes to each of the other three directions with probability \(1/3\), and \(\tau\) is unchanged. The diffusivity is not.

Let \(\mathbf g_m\) be the unit vector from the pivot of hop \(m\) to the oxygen after that hop, and let \(\ell=\sqrt3a/8\) be half the bond length. Because the four bond vectors of an atom sum to zero, the mean of the three that differ from \(\mathbf g\) is \(-\mathbf g/3\). If the next hop uses the same pivot, its mean displacement is \(\ell(-\mathbf g_m/3-\mathbf g_m)=-\tfrac43\ell\mathbf g_m\). Seen from the other silicon atom, the oxygen lies along \(-\mathbf g_m\), so a hop about that atom has mean displacement \(+\tfrac43\ell\mathbf g_m\) and mean new vector \(+\mathbf g_m/3\). With \(s=2p-1\), the averages over both choices are
\[
\langle\mathbf r_{m+1}\rangle=-\frac43\ell s\,\mathbf g_m,\qquad
\langle\mathbf g_{m+1}\rangle=-\frac s3\,\mathbf g_m .
\]
Applying the second relation repeatedly gives
\[
\langle\mathbf r_{m+k}\rangle=-\frac43\ell s\left(-\frac s3\right)^{k-1}\mathbf g_m .
\]
Hop \(m\) itself is \(\mathbf r_m=\ell(\mathbf g_m-\mathbf g')\), where \(\mathbf g'\) is another bond vector of the same pivot and \(\mathbf g'\cdot\mathbf g_m=-1/3\). Hence \(\mathbf r_m\cdot\mathbf g_m=\tfrac43\ell\) and \(\mathbf r_m^2=\tfrac83\ell^2\). Summing the geometric series over all later hops,
\[
\sum_{k=1}^{\infty}\langle\mathbf r_m\cdot\mathbf r_{m+k}\rangle
=-\frac{16}{9}\ell^2\frac{s}{1+s/3}=-\frac{16}{3}\ell^2\frac{s}{3+s}.
\]
The diffusivity is multiplied by one plus twice this sum divided by \(\mathbf r_m^2\):
\[
1-\frac{4s}{3+s}=\frac{3(1-s)}{3+s}=\frac{3(1-p)}{1+p}.
\]
It is one at \(p=1/2\), the random case. At \(p=1\) the oxygen circles one silicon atom forever: the dichroism decays and \(D\) is zero. At \(p=0\) the atom always moves on to the far end of its bond, and \(D\) is three times the random value. Diagonalizing the hopping matrix for \(p=0.6\) gave the factor \(0.750\), as the formula requires. Dichroism alone cannot reveal such memory, because it records which bond direction is occupied and not which end served as pivot.

A different departure arises if an atom that has just hopped is still hot enough to hop again at once. Let hopping events occur at rate \(\nu\), and let a fraction \(f\) of them contain a second random hop. Successive displacements remain uncorrelated, so \(D=\nu(1+f)a^2/48\). One hop multiplies the alignment by \(-1/3\) and two multiply it by \(1/9\), so
\[
\frac1\tau=\nu\left[1+\frac{1-f}{3}-\frac f9\right]=\frac{4\nu}{3}\left(1-\frac f3\right),
\qquad
D\tau=\frac{a^2}{64}\,\frac{1+f}{1-f/3}.
\]
For \(f=0.1\) the product rises by the factor \(1.138\), which the hopping matrix reproduced. The values of \(p\) and \(f\) are illustrations and not properties of silicon.

Beside the real case, the lattice constant and the barrier are close to the accepted values for oxygen in silicon, and the prefactor of \(0.056\) cm\(^2\)/s has the usual order of magnitude, roughly \(0.1\) cm\(^2\)/s. The value extrapolated to \(1300\) K is about half the accepted one, and at that temperature \(10^{18}\) cm\(^{-3}\) exceeds the solubility, so the oxygen tends to precipitate. The assumed oxygen concentration is typical of crystals pulled from a silica crucible; float-zone crystals contain far less. One assumption that can fail in processed wafers is that the oxygen hops unaided. Hydrogen introduced during processing can speed up its hops at moderate temperatures, and the measured \(\tau\) then belongs to that hydrogen content. A speed-up that is the same for all oxygen atoms at all times leaves \(D\tau\) intact but spoils the extrapolation to other temperatures. The relation itself shifts if the helper stays with one oxygen atom for several hops while others wait, because the hops then come in bursts, as in the case of the prompt second hop. It also shifts if the helper favours one end of the bond: a same-pivot probability of \(0.6\) would lower the true \(D\) to three quarters of \(a^2/(64\tau)\). A diffusivity from dichroism is therefore the diffusivity of isolated oxygen, provided that successive hops are random and the material is free of such helpers. It describes the transport of oxygen in a process only if no fast species carries the flux, and for this it is not enough that most of the oxygen is isolated. If a fraction \(\phi\) of the oxygen is in a state that hops \(F\) times faster, and the exchange with that state is slow compared with \(\Gamma\), the long-range diffusivity is multiplied by \(1-\phi+\phi F\) while \(\tau\) hardly changes. For \(\phi=10^{-3}\) and \(F=10^4\) the factor is about 11. In oxygen-rich silicon below roughly \(1000\) K, which includes the \(650\) K of the example, the observed transport is much faster than the isolated-atom value, and this is attributed to fast-moving oxygen pairs. If the process temperature is far from that of the measurement, the barrier must also be known accurately enough for the extrapolation. The numerical output lists the values used here.

## Values computed for the example and the checks

```
LATTICE TEST (a = 1, total hop rate = 1)
D from hopping matrix: 0.020833; 1/48 = 0.020833
tau from absorption decay: 0.750000
D*tau/a^2: 0.015625; 1/64 = 0.015625
EXAMPLE INPUTS (rough, regime of oxygen in silicon)
lattice constant: 5.43 angstrom
dichroism decay time: 20000 s at 650 K
barrier: 2.50 eV; alignment energy: 0.010 eV
EXAMPLE RESULTS
thermal energy kT: 0.05601 eV
hop length: 1.920 angstrom
total hop rate: 3.750e-05 1/s
mean residence time: 26667 s
diffusivity: 2.304e-05 angstrom^2/s = 2.304e-21 cm^2/s
D if tau is misread as residence time: 3.071e-05 angstrom^2/s
rms displacement during tau: 1.663 angstrom
population of bond along [111] stress: 0.2180
relative dichroism under load: -0.1279
decay time at 300 K (extrapolated): 8.23e+26 s
diffusivity prefactor: 0.0557 cm^2/s
diffusivity at 1300 K (extrapolated): 1.133e-11 cm^2/s
NEGLECTED EFFECTS
relaxation rate factor if load stays on: 1.1466
tau factor for sample 1 K cooler than believed: 1.0710
factor in D(1300 K) for barrier error 0.05 eV: 1.563
barrier quantum (rough): 0.05 eV
tunnelling rate factor at 650 K: 1.0340
tunnelling rate factor at 1300 K: 1.0083
expansion coefficient (rough): 3.0e-06 1/K
change of a^2 from 300 to 650 K: 0.210 percent
oxygen concentration (rough): 1.0e+18 cm^-3
bond centres within 10 angstrom: 428
oxygen with another that near: 0.427 percent
D factor, same-pivot probability 0.6: 0.7500
D*tau factor, prompt second hop fraction 0.1: 1.1379
```
